# Hellmann–Feynman Sampling in Fixed-Node Diffusion Monte Carlo, Derived Two Ways

A diffusion Monte Carlo (DMC) run guided by a trial function $\Psi_T$ does not sample the square of the state it projects out. After a long imaginary time its walkers are distributed as $\Psi_T\phi_0$, where $\phi_0$ is the lowest state with the nodes of $\Psi_T$. The energy survives this, because $H$ can be made to act on $\phi_0$. The potential energy or the size of an atom does not: the walker average is the mixed value $\langle\Psi_T|O|\phi_0\rangle/\langle\Psi_T|\phi_0\rangle$, which depends on $\Psi_T$, while the quantity wanted is the pure value $\langle\phi_0|O|\phi_0\rangle$. Since the run gives energies without this bias, one can add $\lambda O$ to $H$ and differentiate the DMC energy at $\lambda=0$. This is Hellmann–Feynman operator sampling. The form of the estimator depends on which growth energy is differentiated, and "pure" refers to the fixed-node state $\phi_0$, which need not be an eigenstate of $H$ in all space.

## Setting

Atomic units are used in the algebra. $H=-\tfrac12\nabla^2+V(R)$ acts on configurations $R$, $O(R)$ is a multiplicative operator, and $H_\lambda=H+\lambda O$. The real function $\Psi_T$ does not depend on $\lambda$. One nodal pocket $\Omega$ is treated, with $\Psi_T>0$ inside, $\Psi_T=0$ on the boundary and $\int_\Omega\Psi_T^2=1$. With Dirichlet conditions on $\Omega$, $H$ has real normalized states $\phi_n$ and levels $E_n$; sums over $n$ include any continuum. Define $\epsilon_n=E_n-E_0$, the gap $\Delta=\epsilon_1>0$, $c_n=\langle\phi_n|\Psi_T\rangle$ with $c_0\neq0$, and $O_{mn}=\langle\phi_m|O|\phi_n\rangle$. The local energy is $E_L=H\Psi_T/\Psi_T$ and the drift is $v=\nabla\ln\Psi_T$.

Let $\psi=e^{-tH_\lambda}\Psi_T$ and $f=\Psi_T\psi$. The product rule gives $\tfrac12\nabla f-vf=\tfrac12(\Psi_T\nabla\psi-\psi\nabla\Psi_T)$, whose divergence is $\tfrac12(\Psi_T\nabla^2\psi-\psi\nabla^2\Psi_T)$ because the cross terms cancel. Inserting this in $\partial_tf=\tfrac12\Psi_T\nabla^2\psi-(V+\lambda O)f$, where $\Psi_TO\psi=Of$ uses that $O$ is multiplicative, gives

$$\partial_tf=\nabla\cdot(\tfrac12\nabla f-vf)-(E_L+\lambda O)f.\tag{1}$$

The first term moves walkers by drift and diffusion and contains no $\lambda$. The second multiplies the weight of a walker at $R$ by $e^{-(E_L+\lambda O)dt}$ in a time $dt$. Chaining short steps from $f=\Psi_T^2$ at $t=0$ gives, for any function $g$,

$$\int gf\,dR=\mathbb E[W\,g(R_t)],\qquad W=e^{-\int_0^tE_L(R_s)ds-\lambda X_t},\qquad X_t=\int_0^tO(R_s)\,ds,\tag{2}$$

where $\mathbb E$ averages over unweighted drift-diffusion paths $R_s$. The total weight is $Z(t,\lambda)=\mathbb E[W]=\langle\Psi_T|e^{-tH_\lambda}|\Psi_T\rangle$, with $Z(0,\lambda)=1$, and $\langle\cdot\rangle_t=\mathbb E[W\,\cdot\,]/Z$ at $\lambda=0$ is the weighted walker average. A constant reference energy multiplies every $W$ by one factor and cancels from $\langle\cdot\rangle_t$. Branching replaces a walker of weight $w$ by $w$ copies on average, which leaves these expectations unchanged if each copy inherits $X$. Population-control bias is set aside.

The result has two parts:

$$\frac{\langle X_t\rangle_t}{t}=O_{00}+\frac{2A}{t}+O(e^{-\Delta t}),\qquad A=\sum_{n>0}\frac{c_n}{c_0}\frac{O_{n0}}{\epsilon_n},\tag{3}$$

$$O_{\rm HF}(t)\equiv\langle O\rangle_t-\big[\langle E_LX_t\rangle_t-\langle E_L\rangle_t\langle X_t\rangle_t\big]=O_{00}+O(te^{-\Delta t}).\tag{4}$$

An unlabelled $O$ or $E_L$ is taken at the end point $R_t$.

## First derivation: differentiating the growth energy

The cumulative growth energy is $E_c=-\ln Z/t$ and the instantaneous one is $E_g=-\partial_t\ln Z$; since $Z(0)=1$, $E_c$ is the time average of $E_g$. Integrate (1) over $\Omega$. The divergence becomes the surface integral of $\tfrac12(\Psi_T\nabla\psi-\psi\nabla\Psi_T)$, which vanishes because both functions are zero on the node and decay at infinity. Hence

$$E_g(t,\lambda)=\frac{\mathbb E[W(E_L+\lambda O)]}{\mathbb E[W]},\tag{5}$$

so the instantaneous growth rate equals the mixed energy estimator at every $t$.

The path measure is free of $\lambda$, so the derivative acts on the integrand, with $\partial_\lambda W=-X_tW$. For the cumulative energy,

$$\partial_\lambda E_c=-\frac{\partial_\lambda Z}{tZ}=\frac{\langle X_t\rangle_t}{t}.$$

This is a weighted time average of $O$ along the path and holds no covariance. For (5), the numerator has derivative $\mathbb E[WO]-\mathbb E[WE_LX_t]$ at $\lambda=0$, and $\partial_\lambda Z^{-1}=+\mathbb E[WX_t]/Z^2$. The product rule gives

$$\partial_\lambda E_g=\langle O\rangle_t-\langle E_LX_t\rangle_t+\langle E_L\rangle_t\langle X_t\rangle_t=O_{\rm HF}(t).$$

The covariance form thus belongs to the instantaneous growth rate. Exchanging $\partial_t$ and $\partial_\lambda$ on $-\ln Z$ links the two: $O_{\rm HF}=\partial_t\langle X_t\rangle_t$. The sign has a plain meaning. Switching on $\lambda>0$ lowers the weight of paths with large $X_t$; if those paths end where $E_L$ is high, the weighted average of $E_L$ falls, which is the covariance term. The explicit $\lambda O$ in (5) adds $\langle O\rangle_t$, so the mixed energy as a whole may rise or fall.

The long-time limit needs $dE_n/d\lambda$. Differentiating $(H_\lambda-E_n)\phi_n=0$, with a prime for $\partial_\lambda$ at $\lambda=0$, gives $(H-E_n)\phi_n'+(O-E_n')\phi_n=0$. Multiply by $\phi_n$, integrate, and move $H$ to the left with Green's identity, $\partial_\nu$ being the outward normal derivative:

$$\int\phi_n(H-E_n)\phi_n'=\int\phi_n'(H-E_n)\phi_n-\tfrac12\oint(\phi_n\partial_\nu\phi_n'-\phi_n'\partial_\nu\phi_n)\,dS.$$

The volume term on the right is zero and $\phi_n=0$ on the node, so $E_n'=O_{nn}+\tfrac12\oint\phi_n'\,\partial_\nu\phi_n\,dS$. On a fixed node $\phi_n$ is zero for every $\lambda$, so $\phi_n'=0$ there and $E_n'=O_{nn}$. If the node moves outward by $\eta\,d\lambda$, keeping $\phi_n=0$ on it requires $\phi_n'+\eta\,\partial_\nu\phi_n=0$, and

$$E_n'=O_{nn}-\tfrac12\oint\eta\,(\partial_\nu\phi_n)^2dS.\tag{6}$$

An energy difference between runs whose nodes are reoptimized for each $\lambda$ therefore gives $O_{00}$ plus this surface term, which in general is not zero. It does vanish for exact nodes when symmetry makes all pockets equivalent at every $\lambda$, because $E_0'$ and $O_{00}$ then both equal the average of $O$ over the full eigenstate.

For a fixed node, projecting the differentiated equation for $\phi_0$ on $\phi_n$, $n>0$, has no surface term and gives $\epsilon_n\langle\phi_n|\phi_0'\rangle+O_{n0}=0$; normalization gives $\langle\phi_0|\phi_0'\rangle=0$. So $\phi_0'=-\sum_{n>0}\phi_nO_{n0}/\epsilon_n$, $c_0'=\langle\Psi_T|\phi_0'\rangle=-c_0A$, and $\partial_\lambda\ln c_0^2=-2A$.

Now write $Z=\sum_nc_n^2e^{-tE_n}=c_0^2e^{-tE_0}(1+\delta)$ with $\delta=\sum_{n>0}(c_n/c_0)^2e^{-\epsilon_nt}$, all quantities depending on $\lambda$. Then $E_c=E_0-\ln c_0^2/t-\ln(1+\delta)/t$. The first two terms differentiate to $O_{00}+2A/t$. In the third, $\delta'$ is of order $te^{-\Delta t}$, and division by $t$ gives the remainder in (3). For the instantaneous rate, $E_g=E_0-\partial_t\delta/(1+\delta)$. Keeping the slowest exponential, for a nondegenerate level 1, $E_g\simeq E_0+p\,e^{-\Delta t}$ with $p=(c_1/c_0)^2\Delta$. Since $\Delta'=O_{11}-O_{00}$,

$$O_{\rm HF}(t)-O_{00}\simeq e^{-\Delta t}\,[\,p'-t\,p\,(O_{11}-O_{00})\,],\tag{7}$$

which is (4) with its leading bias. The time derivative has removed the constant $-\ln c_0^2$, in which one factor $c_0$ comes from the start at $\Psi_T$ and the other from the closing overlap with $\Psi_T$, and with it the $1/t$ bias. At $t=0$, $X=0$ and $O_{\rm HF}$ is the variational (VMC) value $\langle\Psi_T|O|\Psi_T\rangle$.

## Second derivation: the two-time average

Here $\lambda=0$ throughout, and the terms of (4) are evaluated as they stand. Equation (1) holds for any $\psi$ that obeys the Dirichlet condition, so a walker density $\rho$ evolves over a time $u$ into $\Psi_Te^{-uH}(\rho/\Psi_T)$. Propagate $\Psi_T^2$ to time $s$, multiply by $O$, propagate for $t-s$, multiply by $g$ and integrate:

$$\mathbb E[W\,g(R_t)\,O(R_s)]=\langle g\Psi_T|e^{-(t-s)H}\,O\,e^{-sH}|\Psi_T\rangle.\tag{8}$$

For $g=1$ the bra has components $c_m$. For $g=E_L$ they are $\langle H\Psi_T|\phi_m\rangle=\langle\Psi_T|H\phi_m\rangle=E_mc_m$, the surface term in Green's identity vanishing because $\Psi_T$ and $\phi_m$ share the node. For $g=E_L-E_0$ they are $\epsilon_mc_m$. A covariance does not change when $E_0$ is subtracted from $E_L$.

Remove the common factor $e^{-tE_0}$ by defining $\tilde Z=\sum_nc_n^2e^{-\epsilon_nt}$ and $K_{mn}(t)=\int_0^te^{-(t-s)\epsilon_m-s\epsilon_n}ds$. Inserting eigenstates in (8) and integrating over $s$,

$$\langle X_t\rangle_t=\frac1{\tilde Z}\sum_{mn}c_mc_nO_{mn}K_{mn},\qquad\langle(E_L-E_0)X_t\rangle_t=\frac1{\tilde Z}\sum_{mn}\epsilon_mc_mc_nO_{mn}K_{mn}.$$

The one-time averages are $\langle O\rangle_t=\tilde Z^{-1}\sum c_mc_nO_{mn}e^{-\epsilon_nt}$ and $\langle E_L-E_0\rangle_t=\tilde Z^{-1}\sum\epsilon_nc_n^2e^{-\epsilon_nt}=-\partial_t\tilde Z/\tilde Z$. Differentiating $K$ at its upper limit and under the integral gives $\partial_tK_{mn}=e^{-\epsilon_nt}-\epsilon_mK_{mn}$. Therefore

$$\partial_t\langle X_t\rangle_t=\langle O\rangle_t-\langle(E_L-E_0)X_t\rangle_t+\langle E_L-E_0\rangle_t\langle X_t\rangle_t=O_{\rm HF}(t),$$

the last term coming from $\partial_t\tilde Z^{-1}$. The elementary integrals are $K_{00}=t$, $K_{m0}=K_{0m}=(1-e^{-\epsilon_mt})/\epsilon_m$, $K_{mm}=te^{-\epsilon_mt}$, and $K_{mn}=(e^{-\epsilon_nt}-e^{-\epsilon_mt})/(\epsilon_m-\epsilon_n)$ otherwise. Divide numerator and $\tilde Z$ by $c_0^2$. The numerator is $tO_{00}$, plus $2A$ from the terms $(m,0)$ and $(0,m)$, plus $(c_1/c_0)^2O_{11}te^{-\Delta t}$, plus terms of order $e^{-\Delta t}$. The denominator is $1+(c_1/c_0)^2e^{-\Delta t}$ plus faster terms. Expanding the ratio,

$$\langle X_t\rangle_t=tO_{00}+2A+(c_1/c_0)^2(O_{11}-O_{00})\,te^{-\Delta t}+O(e^{-\Delta t}).$$

Division by $t$ gives (3). The time derivative gives $O_{00}-tp(O_{11}-O_{00})e^{-\Delta t}+O(e^{-\Delta t})$, which is (4) and agrees with the growing term of (7). The origin of $2A$ is visible here: in the middle of a long path $O$ stands between two projected states and averages to $O_{00}$, while near each of the two ends it feels $\Psi_T$, and each end adds $A$.

The same formula treats a history cut to the last time $s$, $X^{(s)}=\int_0^sO(R_{t-u})\,du$, in an equilibrated run. For $t\to\infty$, $e^{-(t-u)H}\Psi_T\to c_0e^{-(t-u)E_0}\phi_0$ and $Z\to c_0^2e^{-tE_0}$, so (8) gives $\langle g(R_t)O(R_{t-u})\rangle=\langle g\Psi_T|e^{-u(H-E_0)}O|\phi_0\rangle/c_0$. With $g=1$ this is

$$F(u)=\sum_n\frac{c_n}{c_0}O_{n0}e^{-\epsilon_nu},$$

the value of $O$ a time $u$ ago weighted by the weight gathered since, which is the expectation of the forward-walking estimator. In equilibrium $\langle E_L\rangle=E_0$, so $g=E_L-E_0$ gives the covariance $\sum_n(c_n/c_0)\epsilon_nO_{n0}e^{-\epsilon_nu}=-dF/du$. The mixed value is $F(0)$, and

$$O_{\rm HF}^{(s)}=F(0)-\int_0^s\Big(-\frac{dF}{du}\Big)du=F(s)\simeq O_{00}+\frac{c_1}{c_0}O_{10}e^{-\Delta s}.\tag{9}$$

The windowed estimator and forward walking over the same time have the same expectation. The bias in (9) is first order in $c_1/c_0$. So is the bias in (7), although $p$ is second order: $\phi_1'$ contains $\phi_0O_{10}/\Delta$, so $(c_1/c_0)'$ contains $O_{10}/\Delta$, and to first order in the ratios $c_n/c_0$ with $n>0$ this gives $p'=2(c_1/c_0)O_{10}$.

The window is needed because of noise. Let $Z_s(\lambda)$ be the total weight with $\lambda$ on during the last time $s$. Two derivatives of $\ln\mathbb E[We^{-\lambda X^{(s)}}]$ give $\langle X^{(s)2}\rangle-\langle X^{(s)}\rangle^2$, and $\ln Z_s\to-sE_0(\lambda)-(t-s)E_0(0)$ plus terms independent of $s$ at large $s$, the second term being free of $\lambda$. With $E_0''=2\langle\phi_0|O|\phi_0'\rangle$, the variance of $X^{(s)}$ grows with slope $-E_0''=2\sum_{n>0}O_{n0}^2/\epsilon_n$. The covariance is sampled as a product of the fluctuations of $E_L$ and $X^{(s)}$; if these are treated as independent, a crude estimate, its variance per walker is $\sigma_{E_L}^2\mathrm{Var}(X^{(s)})$, linear in $s$, while the bias falls as $e^{-\Delta s}$. If $\Psi_T=\phi_0$, $E_L$ is constant, the sampled covariance is zero and the mixed value is already $O_{00}$. If $\Delta\to0$, neither (7) nor (9) decays on an affordable time.

## What each derivation assumes

Both rest on (1) and (2), hence on a multiplicative $O$, and both drop a surface term because two functions vanish on the same node. For an operator with derivatives one might accumulate $O_L=O\Psi_T/\Psi_T$; this is itself a multiplicative function, so the limit is then $\langle\phi_0|O_L|\phi_0\rangle$ and not $\langle\phi_0|O|\phi_0\rangle$. The kinetic energy follows instead by difference, $T=E_0-V_{00}$.

The first derivation needs a family $H_\lambda$ whose levels and overlaps are differentiable at $\lambda=0$, the Hellmann–Feynman theorem on a fixed domain, and termwise differentiation of the spectral sum. For $O=r$ in an unbounded pocket, $H_\lambda$ has no lowest level when $\lambda<0$, so the argument must be read as a one-sided derivative or in a finite box. In return it produces the estimator without guessing, and it shows through (6) what a moving node adds. Its differentiation step also survives a finite time step $\tau$: the moves and any Metropolis test built on $\Psi_T$ are free of $\lambda$, a symmetric weight $e^{-\tau[E_L^\lambda(R)+E_L^\lambda(R')]/2}$ with $E_L^\lambda=E_L+\lambda O$ turns $X$ into a trapezoid sum, and the covariance formula is the derivative of the finite-$\tau$ mixed energy. Its identification with $O_{00}$ holds as $\tau\to0$.

The second derivation needs no $\lambda$ and no Hellmann–Feynman theorem. It uses the spectrum of the unperturbed $H$, the gap, and convergence of sums such as $A$, so $O=r$ raises no difficulty. It takes the estimator as given and works in continuous time. It yields the window result (9) and the link with forward walking directly.

With several pockets, walkers do not cross nodes and $Z$ is a sum over pockets, so the lowest pocket dominates at long times. If pockets are degenerate at $\lambda=0$, then $Z\to\sum_pw_pe^{-tE_p(\lambda)}$, a change of the relative weights multiplies a common energy and cancels, and $\partial_\lambda E_g$ is the $w_p$-weighted mean of the pure values of the pockets.

## Hydrogen with a misplaced 2s node

The atom is nonrelativistic with a fixed point nucleus, so recoil, relativistic and radiative shifts are left out. For a spherical state $\Psi=u(r)/r$ one has $\nabla^2\Psi=u''/r$, and the problem is one-dimensional in $u$, normalized as $\int u^2dr=1$. The trial function is $u_T\propto r(r-a)e^{-\zeta r}$ with the chosen values $a=1.000$ Å and $\zeta=0.800$ Å$^{-1}$. From $u_T''\propto[2-2\zeta(2r-a)+\zeta^2r(r-a)]e^{-\zeta r}$,

$$E_L=-\frac{\zeta^2}2+\frac{\zeta(2r-a)-1}{r(r-a)}-\frac1r .$$

The 2s node lies at 1.0584 Å. The outer pocket $r>a$ has $E_0=-3.5128$ eV $=-0.129093$ hartree and the inner one $-1.2501$ eV, so the walkers end in the outer pocket, which is the one treated. With $E_1=-1.5155$ eV the gap is 1.9973 eV. Imaginary time is in eV$^{-1}$. The observables are $V=-1/r$, for which $\lambda$ changes the nuclear charge to $1+\lambda$, and $r$. The numerical check printed below asserts the identities against independent computations: Tricomi-function roots, inward integration of the radial equation, rediagonalization of a grid Hamiltonian at $\pm\lambda$, and a weighted DMC run without branching.

The pure values are $V_{00}=-5.0419$ eV $=-0.185286$ hartree and $r_{00}=3.2156$ Å $=6.076556$ bohr, and $T=-3.5128+5.0419=1.5291$ eV. The mixed values, $-4.7226$ eV and 3.4548 Å, lie above them by 0.3193 eV and 0.2392 Å. The extrapolation twice mixed minus VMC gives $-5.0585$ eV and 3.1654 Å, which miss the pure values by $-0.017$ eV and $-0.050$ Å.

At $t=2$ eV$^{-1}$, (4) gives $-4.7182-0.3205=-5.0387$ eV and $3.4594-0.2428=3.2166$ Å, about 0.003 eV and 0.001 Å above the pure values. The time average is much slower. With $2A=0.2472$ for $V$, (3) gives $-5.0419+0.2472/8=-5.0110$ eV at $t=8$ eV$^{-1}$, as printed, still 0.031 eV off. For $r$, $3.2156+0.2059/8=3.2413$ Å.

The bias of $O_{\rm HF}$ changes sign, being positive at $t=2$ eV$^{-1}$ and negative at 8 eV$^{-1}$, as the bracket in (7) allows. Here $p=(0.1792/0.9779)^2\times1.9973=0.0671$ eV, and for $V$, $O_{11}-O_{00}=-2.4442+5.0419=2.5977$ eV. At $t=8$ eV$^{-1}$, $tp(O_{11}-O_{00})=1.39$ eV and $e^{-\Delta t}=e^{-15.98}=1.15\times10^{-7}$. The printed bias of $-9.97\times10^{-8}$ eV, relative to the grid $V_{00}$, makes the bracket $-0.87$ eV, from which $p'\approx0.53$ eV is inferred. The first-order formula gives only $2\times0.1728=0.35$ eV; the rest is of second order in the ratios $c_n/c_0$, which are not small enough here to neglect it. At leading order the zero then lies near $0.53/(0.0671\times2.5977)\approx3$ eV$^{-1}$. The tabulated $-5.0418$ eV at $t=8$ eV$^{-1}$ differs from $V_{00}$ by far more than this bias. That last digit is grid error: the table sums the analytic $E_L$ on the grid, while the printed bias uses the grid Hamiltonian.

For the window, (9) at $s=2$ eV$^{-1}$ gives a leading bias $0.1728\times e^{-3.995}=0.0032$ eV, or $-5.0387$ eV against the full forward-walking value $-5.0385$ eV; for $r$, $0.1613\times0.0184=0.0030$ Å. The covariance form and $F(s)$ agree to about 0.0001 eV and 0.0001 Å at all five windows.

The DMC run, with 60000 walkers and $\tau=0.004$ eV$^{-1}$, not extrapolated to $\tau=0$, gives at $t=2$ eV$^{-1}$ $O_{\rm HF}=-5.029\pm0.013$ eV and $3.221\pm0.008$ Å, each within one standard error of the grid value at that time and far from $\langle O\rangle_t$. The crude noise estimate for the covariance of $r$, taking the asymptotic slope 1.0559 Å$^2$/eV and $\sigma_{E_L}=0.69$ eV and ignoring the spread of weights, is $0.69\sqrt{1.0559\times2/60000}=0.004$ Å. Here $\sigma_{E_L}$ is the VMC value; the printed 0.6812 eV is slightly low because the grid sum omits the end point at the node, where $E_L^2u_T^2$ is finite. The weighted walkers at $t=2$ eV$^{-1}$ have a larger spread, about 0.78 eV, which the estimate ignores. Added in quadrature to the 0.006 Å of $\langle r\rangle_t$, which again assumes independence, it gives 0.007 Å against the observed 0.008 Å. The same estimate for $V$, $0.69\sqrt{1.7764\times2/60000}=0.005$ eV combined with 0.009 eV, gives 0.011 eV against the observed 0.013 eV, so it fixes only the size of the error.

The node matters in two ways. For the outer pocket the outward normal points to smaller $r$, so $\eta=-da/d\lambda$, and $\oint(\partial_\nu\phi_0)^2dS=(du/dr)^2_{r=a}$ because $u(a)=0$. Then (6) reads $E_0'=O_{00}+(dE_0/da)(da/d\lambda)$ with $dE_0/da=\tfrac12(du/dr)^2_{r=a}=1.9837$ eV/Å. This slope is positive, so moving the node inward from the 2s position lowers the energy, and $E_0$ lies below the 2s level $-3.4014$ eV. If the node scales as $a/(1+\lambda)$, then $da/d\lambda=-a$ and the derivative is $-5.0419-1.000\times1.9837=-7.0256$ eV. Scaling confirms this: with $r=x/(1+\lambda)$ the Hamiltonian becomes $(1+\lambda)^2(-\tfrac12\partial_x^2-1/x)$ with the node at $x=a$, so the derivative is $2E_0=-7.0256$ eV. A run with such relaxed nodes would miss $V_{00}$ by 1.98 eV. The same relation, $2T+2V_{00}=V_{00}-a\,dE_0/da$, gives the virial defect $2T+V_{00}=3.0582-5.0419=-1.9837$ eV. Finally, the 2s state has $\langle V\rangle=-6.8028$ eV and $\langle r\rangle=3.1751$ Å. The estimator removes the 0.32 eV bias due to the shape of $\Psi_T$ inside the pocket, but the converged $V_{00}$, which belongs to a state confined to $r>a$, still lies 1.76 eV above the 2s value. This gap reflects the missing inner pocket, not a distortion of the outer state. The shift of the node is what removes that pocket from a long run, by lifting its level above the outer one. With the node at exactly 2 bohr the outer state is the outer part of $u_{2s}$, $u_{2s}^2=\tfrac12r^2(1-r/2)^2e^{-r}$, with $\int_2^\infty u_{2s}^2dr=7e^{-2}$ and $\int_2^\infty u_{2s}^2\,dr/r=\tfrac54e^{-2}$. Then $V_{00}=-5/28$ hartree $=-4.859$ eV, which is 1.94 eV above the 2s value. At that node, however, both pockets have the level $-3.4014$ eV, so a run that populates both keeps both and returns the $w_p$-weighted mean, $w_p$ being the squared overlap of $\Psi_T$ with the lowest state of pocket $p$. This mean is the 2s value for $\Psi_T=u_{2s}$ but about $-5.71$ eV for $\zeta=0.800$ Å$^{-1}$, so with inequivalent degenerate pockets a dependence on $\Psi_T$ remains.

## Numbers as computed

```
node a = 1.000 A, zeta = 0.800 1/A, 2s node = 1.0584 A
1 hartree = 27.2114 eV, 1 bohr = 0.52918 A, 1/eV = 27.2114 a.u. of time
E0 outer pocket = -3.5128 eV = -0.129093 hartree
E1 outer pocket = -1.5155 eV, gap = 1.9973 eV
E inner pocket = -1.2501 eV
E_VMC = -3.4016 eV, sigma(E_L) = 0.6812 eV
|c0| = 0.9779, |c1| = 0.1792, |c2| = 0.0626
dE0/dlam fixed node = -5.0419 eV, T = E0 - V = 1.5291 eV
dE0/da = 1.9837 eV/A
node a/Z: dE0/dlam = -7.0256 eV, nodal term = -1.9837 eV
true 2s: E = -3.4014 eV, V = -6.8028 eV, r = 3.1751 A
DMC: 60000 walkers, tau = 0.004 1/eV, t = 2.0 1/eV, acceptance = 0.9987
-lnZ/t: DMC -3.4912 +- 0.0014 eV, grid -3.4908 eV
--- O = V: pure = -5.0419 eV = -0.185286 hartree
VMC -4.3866, mixed -4.7226, 2mixed-VMC -5.0585 eV
O11 = -2.4442 eV, (c1/c0) O10 = 0.1728 eV
t=0.5 1/eV: <O>=-4.6212 <X>/t=-4.6829 -cov=-0.2450 HF=-4.8662 eV
t=1.0 1/eV: <O>=-4.6880 <X>/t=-4.8127 -cov=-0.3047 HF=-4.9928 eV
t=2.0 1/eV: <O>=-4.7182 <X>/t=-4.9187 -cov=-0.3205 HF=-5.0387 eV
t=4.0 1/eV: <O>=-4.7225 <X>/t=-4.9801 -cov=-0.3194 HF=-5.0419 eV
t=8.0 1/eV: <O>=-4.7226 <X>/t=-5.0110 -cov=-0.3192 HF=-5.0418 eV
2A = 0.2472 (no unit); HF bias at t=8 1/eV = -9.97e-08 eV
window s=0.25 1/eV: HF=-4.8861 forward walk=-4.8861 eV
window s=0.50 1/eV: HF=-4.9569 forward walk=-4.9570 eV
window s=1.00 1/eV: HF=-5.0140 forward walk=-5.0141 eV
window s=2.00 1/eV: HF=-5.0384 forward walk=-5.0385 eV
window s=4.00 1/eV: HF=-5.0418 forward walk=-5.0418 eV
slope of Var(X_s) = 1.7764 eV
DMC t=2 1/eV <O> = -4.7139 +- 0.0093 eV
DMC t=2 1/eV <X>/t = -4.9152 +- 0.0041 eV
DMC t=2 1/eV HF = -5.0286 +- 0.0133 eV
--- O = r: pure = 3.2156 A = 6.076556 bohr
VMC 3.7442, mixed 3.4548, 2mixed-VMC 3.1654 A
O11 = 7.2229 A, (c1/c0) O10 = 0.1613 A
t=0.5 1/eV: <O>=3.5547 <X>/t=3.5193 -cov=-0.1872 HF=3.3675 A
t=1.0 1/eV: <O>=3.4903 <X>/t=3.4097 -cov=-0.2349 HF=3.2555 A
t=2.0 1/eV: <O>=3.4594 <X>/t=3.3189 -cov=-0.2428 HF=3.2166 A
t=4.0 1/eV: <O>=3.4549 <X>/t=3.2671 -cov=-0.2394 HF=3.2155 A
t=8.0 1/eV: <O>=3.4548 <X>/t=3.2413 -cov=-0.2392 HF=3.2156 A
2A = 0.2059 A/eV; HF bias at t=8 1/eV = -1.71e-07 A
window s=0.25 1/eV: HF=3.3444 forward walk=3.3444 A
window s=0.50 1/eV: HF=3.2886 forward walk=3.2886 A
window s=1.00 1/eV: HF=3.2404 forward walk=3.2404 A
window s=2.00 1/eV: HF=3.2187 forward walk=3.2187 A
window s=4.00 1/eV: HF=3.2157 forward walk=3.2156 A
slope of Var(X_s) = 1.0559 A^2/eV
DMC t=2 1/eV <O> = 3.4591 +- 0.0061 A
DMC t=2 1/eV <X>/t = 3.3202 +- 0.0024 A
DMC t=2 1/eV HF = 3.2212 +- 0.0078 A
```
